\section*{The Kohlrausch Relation for a Joule-Heated Conductor of Arbitrary Shape}

\section{An estimate that fails}

A metallic conductor is held between two contacts at $k_BT_0=0.025$ eV, and a voltage with $eV=0.10$ eV drives a current through it. How hot does it get? If the ratio of its thermal to its electrical conductivity is frozen at the contact temperature, the answer for a uniform wire is $0.0402$ eV. The correct answer, when the Wiedemann--Franz law holds, is $0.0372$ eV. The frozen estimate puts the temperature rise about a quarter too high, and for cold contacts it diverges. Without a better relation, one would have to solve coupled nonlinear equations for charge and heat, anew for each shape. The relation derived here,
\begin{equation}
T_{\max}^2-T_0^2=\frac{V^2}{4L},
\label{eq:kohl}
\end{equation}
makes that unnecessary for the maximum temperature. Here $L$ is the Lorenz number, defined below.

The algebra uses atomic units, $e=\hbar=m_e=1$, with $k_B=1$, so temperature and voltage are both energies. Numerical energies are given in eV.

\section{First case: a uniform wire with constant coefficients}

Let $\mathbf J$ be the charge current density and $\mathbf q$ the heat flux. The voltage $\varphi$ is minus the electrochemical potential $\bar\mu$ of the electrons, whose charge is $-1$. It is what an ideal voltmeter reads, up to a constant. Thermoelectric effects and magnetic fields are left out, and a local temperature is assumed to exist, so
\begin{equation}
\mathbf J=-\sigma\nabla\varphi,\qquad \mathbf q=-\kappa\nabla T .
\label{eq:laws}
\end{equation}
A particle flux $\mathbf N=-\mathbf J$ carries the energy $\bar\mu=-\varphi$ per particle in addition to the heat. The total energy flux is therefore $\mathbf q+\bar\mu\mathbf N=\mathbf q+\varphi\mathbf J$. In a steady state charge and energy are both conserved:
\begin{equation}
\nabla\cdot\mathbf J=0,\qquad \nabla\cdot(\mathbf q+\varphi\mathbf J)=0 .
\label{eq:cons}
\end{equation}
Expanding the second equation and using the first gives $\nabla\cdot\mathbf q=-\mathbf J\cdot\nabla\varphi=\sigma|\nabla\varphi|^2$, or
\begin{equation}
\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\varphi|^2=0 .
\label{eq:heat}
\end{equation}
The second term is the Joule heat.

In a uniform wire of length $\ell$ with constant $\sigma$ and $\kappa$, the voltage gradient has magnitude $V/\ell$. Equation \eqref{eq:heat} becomes $\kappa T''=-\sigma V^2/\ell^2$. With $T=T_0$ at both ends its solution is
\begin{equation}
T=T_0+\frac{\sigma V^2}{2\kappa}\,\frac{x}{\ell}\left(1-\frac{x}{\ell}\right),
\qquad
T_{\max}-T_0=\frac{\sigma V^2}{8\kappa}.
\label{eq:parabola}
\end{equation}
The length has dropped out: a longer wire loses heat less easily, but at fixed voltage it also produces less. What remains is the ratio $\kappa/\sigma$. In a metal this ratio changes with temperature, which is the weak point of the estimate.

\section{The ratio of the conductivities}

Suppose that electrons scatter elastically and isotropically, with relaxation time $\tau$. Label them by their total energy $E$, which includes the electrostatic energy and is conserved between collisions. The local equilibrium distribution is
\begin{equation}
f=\frac{1}{e^{x}+1},\qquad x=\frac{E-\bar\mu(\mathbf r)}{T(\mathbf r)} .
\end{equation}
At fixed $E$, the field changes the direction and speed of an electron, but $f$ depends only on $E$ and position. To first order in gradients the steady Boltzmann equation therefore reads $\mathbf v\cdot\nabla f=-\delta f/\tau$, so $\delta f=-\tau\,\mathbf v\cdot\nabla f$. Multiplying by $\mathbf v$ and averaging over directions gives the particle flux per unit energy, $-\Sigma\nabla f$. Here $\Sigma=g v^2\tau/3$, and $g$ is the density of states per volume, spin included.

The gradient at fixed $E$ follows from $\nabla x=-(\nabla\bar\mu+x\nabla T)/T$:
\begin{equation}
\nabla f=\left(-\frac{df}{dx}\right)\frac{\nabla\bar\mu+x\nabla T}{T}.
\end{equation}
Take $\Sigma$ to be independent of energy over the thermal window, and the electrons to be degenerate, so that the integrals over $x$ may run from $-\infty$ to $\infty$. Define $M_n=\int x^n(-df/dx)\,dx$. With $dE=T\,dx$,
\begin{align}
\mathbf N&=-\Sigma\int\nabla f\,dE
=-\Sigma\left(M_0\nabla\bar\mu+M_1\nabla T\right),\\
\mathbf q&=-\Sigma\int(E-\bar\mu)\nabla f\,dE
=-\Sigma T\left(M_1\nabla\bar\mu+M_2\nabla T\right).
\end{align}
The function $-df/dx=1/[4\cosh^2(x/2)]$ is even, so $M_1=0$ and the thermoelectric terms vanish in this model. An energy-dependent $\Sigma$ makes $M_1$ of order $T/E_F$. For $\Sigma\propto E^{3/2}$ this is negligible in the example below when $E_F=7$ eV, but at $E_F=0.3$ eV it raises the maximum temperature by about half a percent and divides the conducted heat between the contacts as about $0.54$ to $0.46$. Also $M_0=f(-\infty)-f(\infty)=1$. For $M_2$, integrate by parts on the half-line and expand $f=\sum_{n\ge1}(-1)^{n+1}e^{-nx}$:
\begin{equation}
M_2=2\int_0^\infty x^2\left(-\frac{df}{dx}\right)dx
=4\int_0^\infty xf\,dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}
=\frac{\pi^2}{3}.
\end{equation}
The last sum is $\pi^2/12$: it equals $\sum n^{-2}=\pi^2/6$ minus twice the even terms, which is $\pi^2/12$.

Since $\mathbf J=-\mathbf N$ and $\varphi=-\bar\mu$, these fluxes have the form \eqref{eq:laws} with $\sigma=\Sigma$ and
\begin{equation}
\kappa=L\sigma T,\qquad L=\frac{\pi^2}{3}\approx3.290 .
\label{eq:wf}
\end{equation}
This is the Wiedemann--Franz law. The derivation of \eqref{eq:kohl} needs only that $L$ is the same constant everywhere; the numbers use $\pi^2/3$.

Inserting $\kappa/\sigma=LT_0$ into \eqref{eq:parabola} gives the frozen estimate
\begin{equation}
T_{\max}-T_0\approx\frac{V^2}{8LT_0}.
\label{eq:frozen}
\end{equation}

\section{Second case: a wire with the full law}

Now let the cross-section $A(x)$ vary slowly enough for a one-dimensional description, and let $\sigma$ depend on position and temperature. The sides pass neither charge nor heat. Put the zero of $\varphi$ midway between the contacts, so that $\varphi=V/2$ at $x=0$ and $\varphi=-V/2$ at $x=\ell$. The current $I=-A\sigma\,d\varphi/dx$ is positive and constant, so $\varphi$ falls steadily and can replace $x$ as the coordinate. The heat current is
\begin{equation}
Aq=-AL\sigma T\frac{dT}{dx}
=-A\sigma\frac{d\varphi}{dx}\,LT\frac{dT}{d\varphi}
=I\,LT\frac{dT}{d\varphi}.
\end{equation}
Conductivity and area have been absorbed into $I$. The total energy current $C=Aq+\varphi I$ is also constant. Dividing by $I$ and integrating over $\varphi$ gives
\begin{equation}
LT\frac{dT}{d\varphi}+\varphi=\frac{C}{I},
\qquad
\frac{LT^2+\varphi^2}{2}=\frac{C}{I}\varphi+D .
\end{equation}
At both ends the left side of the second equation is $(LT_0^2+V^2/4)/2$, while $\varphi$ has opposite signs. Hence $C=0$, and
\begin{equation}
T^2=T_0^2+\frac{1}{L}\left(\frac{V^2}{4}-\varphi^2\right).
\label{eq:local}
\end{equation}
The maximum lies at $\varphi=0$ and obeys \eqref{eq:kohl}. With this zero of $\varphi$, equal contact temperatures were needed to make $C$ vanish. For contacts at $T_1$ ($x=0$) and $T_2$ ($x=\ell$) the same equation gives $C/I=L(T_1^2-T_2^2)/(2V)$, and $LT^2+(\varphi-C/I)^2$ is constant instead.

Because $C=0$, the heat current is $Aq=-\varphi I$. At $x=0$ it is $-IV/2$, directed into the first contact; at $x=\ell$ it is $+IV/2$, directed into the second. Each contact receives half of the Joule heat $IV$, even if the wire is strongly tapered.

\subsection{Two limits}

Factor the left side of \eqref{eq:kohl}:
\begin{equation}
T_{\max}-T_0=\frac{V^2}{4L\,(T_{\max}+T_0)} .
\end{equation}
For a small rise, $T_{\max}+T_0\to2T_0$ and the frozen estimate \eqref{eq:frozen} is recovered. For a larger rise that estimate is too big by the factor $(T_{\max}+T_0)/(2T_0)$, because the hot metal has a larger $\kappa/\sigma$ than the contacts. In the opposite limit, $T_0\to0$, the relation gives a finite temperature proportional to the voltage:
\begin{equation}
T_{\max}\to\frac{V}{2\sqrt L}\approx0.2757\,V .
\end{equation}

\subsection{Numbers for a tapered wire}

Take $k_BT_0=0.025$ eV and $eV=0.10$ eV. Then
\begin{align}
\frac{V^2}{4L}&=\frac{(0.10)^2}{4\times3.290}=7.599\times10^{-4}\ \mathrm{eV}^2,\\
T_{\max}&=\sqrt{6.250\times10^{-4}+7.599\times10^{-4}}
=0.03721\ \mathrm{eV},
\end{align}
which corresponds to 432 K. The frozen estimate gives a rise of $7.599\times10^{-4}/(2\times0.025)=0.0152$ eV, against the correct $0.0122$ eV. Where $\varphi=V/4$, the bracket in \eqref{eq:local} is three quarters of its maximum, so $T=\sqrt{6.250\times10^{-4}+0.75\times7.599\times10^{-4}}=0.03457$ eV. If the Wiedemann--Franz law held at all temperatures, very cold contacts and the same voltage would give $T_{\max}=0.02757$ eV.

The numerical check solves the original charge and heat equations for a wire with
\begin{equation}
A\propto1-0.7\,\frac{x}{\ell},\qquad
\sigma=\frac{\sigma_0}{0.3+0.7\,T/T_0}.
\end{equation}
It finds $0.025601$, $0.028548$ and $0.037214$ eV for $eV=0.02$, $0.05$ and $0.10$ eV, in agreement with \eqref{eq:kohl} to all printed digits. Each contact receives half of the heat.

The hottest point sits at $0.646\,\ell$ for all three voltages, although the conductivity profile changes with the heating. The reason follows from \eqref{eq:local}. Temperature depends on $\varphi^2$, so along the solution $\sigma$ is an even function of $\varphi$. Integrating $-\sigma\,d\varphi=I\,dx/A$ from each end to the point $x_*$ where $\varphi=0$ gives
\begin{equation}
I\int_0^{x_*}\frac{dx}{A}=\int_0^{V/2}\sigma\,d\varphi
=\int_{-V/2}^{0}\sigma\,d\varphi=I\int_{x_*}^{\ell}\frac{dx}{A}.
\end{equation}
The hottest point divides $\int dx/A$ into equal halves, whatever the voltage. For this taper, $\ln(1-0.7x_*/\ell)=\tfrac12\ln0.3$, so $x_*/\ell=(1-\sqrt{0.3})/0.7=0.646$. As written, the argument assumes that $\sigma$ depends on position only through the temperature. If $\sigma=p(x)\,s(T)$, the factor $p$ joins the area, and the hottest point halves $\int dx/(pA)$, again whatever the voltage.

\section{General case: a body of any shape}

Let the conductor be any connected body with two ideal contacts, each at a uniform voltage, $+V/2$ or $-V/2$, and both at temperature $T_0$. The rest of its surface is insulated against charge and heat. The conductivity $\sigma(\mathbf r,T)$ is positive and bounded, and a steady solution is assumed to exist.

In the wire, $\varphi$ could serve as a coordinate. In a general body it is not known in advance that $T$ depends on $\varphi$ alone. The wire suggests studying the combination
\begin{equation}
\psi=LT^2+\varphi^2 .
\end{equation}
With \eqref{eq:laws} and \eqref{eq:wf}, the energy flux is
\begin{equation}
\mathbf q+\varphi\mathbf J=-L\sigma T\nabla T-\sigma\varphi\nabla\varphi
=-\frac{\sigma}{2}\nabla\psi ,
\label{eq:flux}
\end{equation}
because $\nabla T^2=2T\nabla T$ and $\nabla\varphi^2=2\varphi\nabla\varphi$. Energy conservation then reads
\begin{equation}
\nabla\cdot(\sigma\nabla\psi)=0 .
\label{eq:psi}
\end{equation}
The temperature dependence of $\sigma$ does no harm: $\sigma$ here is the function of position obtained by inserting the actual temperature field.

On both contacts $\psi$ has the same value, $\psi_c=LT_0^2+V^2/4$. On the insulated surface, with normal $\mathbf n$, both $\mathbf n\cdot\mathbf q$ and $\mathbf n\cdot\mathbf J$ vanish, so \eqref{eq:flux} gives $\mathbf n\cdot\sigma\nabla\psi=0$. Set $w=\psi-\psi_c$. It obeys \eqref{eq:psi} as well, and therefore
\begin{equation}
\int\sigma|\nabla w|^2\,d^3r
=\int\nabla\cdot(w\sigma\nabla w)\,d^3r
=\oint w\,\sigma\nabla w\cdot\mathbf n\,dS=0 .
\end{equation}
The surface integral vanishes on the contacts because $w=0$, and elsewhere because the normal flux is zero. Since $\sigma>0$, $w$ is constant throughout the connected body, and its value on the contacts makes it zero. Thus $\psi=\psi_c$ everywhere, which is \eqref{eq:local} again, now at every point of a body of any shape.

The voltage varies continuously from $V/2$ to $-V/2$ in a connected body, so it passes through zero. There \eqref{eq:local} has its maximum, which proves \eqref{eq:kohl}. Equation \eqref{eq:flux} also shows that, with the zero of $\varphi$ midway between the contact voltages, the total energy flux vanishes at every point, so that $\mathbf q=-\varphi\mathbf J$. Another zero of $\varphi$ would add a constant multiple of $\mathbf J$ to the energy flux and leave $\mathbf q$ unchanged. Shape and conductivity determine the current and the location of the surface $\varphi=0$, but not its temperature.

As a test, the coupled equations were solved for a notched, a pierced and an L-shaped plate at $eV=0.10$ eV, with the conductivity of the tapered wire multiplied by the position factor $1+2x/a+(y/a)^2$, where $a$ is the side of the square from which each plate is cut. The maxima are $0.03721$, $0.03722$ and $0.03721$ eV. On the finer grid the largest local departure from \eqref{eq:local}, measured in $T^2$, is $2.8\times10^{-4}$ of $V^2/(4L)$, and for each plate it is smaller than on the coarser grid.

\section{Where the relation stops}

\subsection{Heat carried by the lattice}

If the lattice conducts heat as well, $\kappa$ exceeds $L\sigma T$. Suppose that $\kappa/\sigma$ is still a function of temperature alone, and define
\begin{equation}
\Lambda(T)=\int_{T_0}^{T}\frac{\kappa}{\sigma}\,dT' .
\end{equation}
Then $\mathbf q=-\sigma\nabla\Lambda$, and the energy flux is $-\sigma\nabla(\Lambda+\varphi^2/2)$. The uniqueness argument applies unchanged to $\Lambda+\varphi^2/2$, whose value on both contacts is $V^2/8$. At $\varphi=0$ this gives
\begin{equation}
\int_{T_0}^{T_{\max}}\frac{\kappa}{\sigma}\,dT=\frac{V^2}{8}.
\label{eq:general}
\end{equation}
A constant ratio returns \eqref{eq:parabola}, and $\kappa/\sigma=LT$ returns \eqref{eq:kohl}. The independence of shape thus needs only a ratio fixed by temperature; the Wiedemann--Franz law supplies the difference of squares. A lattice contribution enlarges the integrand, so the upper limit must fall.

Inelastic scattering, which the derivation of the Wiedemann--Franz law excluded, acts the other way. In a pure metal well below its Debye temperature, collisions with phonons hinder the electronic heat current more than the charge current, and $\kappa/\sigma$ is smaller than $LT$. The integrand shrinks, and the maximum lies above the value from \eqref{eq:kohl}. For such a metal between very cold contacts, the limit $T_0\to0$ found above is therefore only a rough guide. The deficit has not vanished near the Debye temperature either. The part of the model resistivity linear in $T$ stands for phonon scattering, and the examples simply impose $L=\pi^2/3$ on it. For a metal like copper between 290 and 430 K, $\kappa/\sigma$ lies several percent below $LT$, and the maximum would exceed 432 K by an amount of order 10 K.

For the L-shaped plate, a lattice conductivity equal to $0.3$ of the local electronic value at $T_0$ was added, independent of temperature. It carries the same position factor as $\sigma$, so that factor cancels in $\kappa/\sigma$. With $t=T/T_0$ and the $\sigma$ used above,
\begin{equation}
\frac{\kappa}{\sigma}=LT_0\left[t+0.3(0.3+0.7t)\right]=LT_0(1.21\,t+0.09).
\end{equation}
Equation \eqref{eq:general}, divided by $LT_0^2$, becomes
\begin{equation}
0.605\,(t_{\max}^2-1)+0.09\,(t_{\max}-1)=\frac{V^2}{8LT_0^2}=0.608 ,
\end{equation}
with the root $t_{\max}=1.395$, or $0.0349$ eV. The numerical solution gives the same value to this accuracy. The rise in $T^2$ is then $0.778$ of $V^2/(4L)$.

\subsection{Heat lost through the sides}

Let heat leave each volume element of a thin plate through its faces at the rate $\gamma(T-T_0)$, with $\gamma>0$. Energy conservation changes \eqref{eq:psi} to
\begin{equation}
\nabla\cdot(\sigma\nabla\psi)=2\gamma(T-T_0).
\label{eq:loss}
\end{equation}
The direction of the effect can be found without solving this equation. First, $|\varphi|\le V/2$. To see this, let $p$ be the positive part of $\varphi-V/2$. It vanishes on the contacts, so multiplying $\nabla\cdot(\sigma\nabla\varphi)=0$ by $p$ and integrating by parts gives $\int\sigma|\nabla p|^2\,d^3r=0$, hence $p=0$. The lower bound follows in the same way.

Now let $w_+$ be the positive part of $w=\psi-\psi_c$. Multiplying \eqref{eq:loss} by $w_+$ and integrating by parts gives
\begin{equation}
\int\sigma|\nabla w_+|^2\,d^3r=-2\int\gamma(T-T_0)\,w_+\,d^3r .
\end{equation}
Where $w_+>0$, $L(T^2-T_0^2)>V^2/4-\varphi^2\ge0$, so $T>T_0$ and the right side cannot be positive. The left side cannot be negative. Both vanish, so $w_+=0$ and $\psi\le\psi_c$. With side loss, \eqref{eq:kohl} becomes an upper bound on the temperature. In the L-shaped plate of side $a$, with $\gamma=20\,\sigma_0T_0/a^2$, where $\sigma_0$ is the conductivity at $T_0$ at the outer corner $x=y=0$ where the two arms meet, the solution on the coarser grid gives a maximum of about $0.033$ eV and a rise in $T^2$ of about $0.64$ of $V^2/(4L)$. Unlike the maxima above, this value depends on the shape. Refining the grid lowers the ratio by a little under $0.01$, to about $0.636$.

\section*{Numbers as computed}
\begin{verbatim}
Fermi-window moments 0, 1, 2: 1.000000, 0.000000, 3.289868 (dimensionless)
Lorenz number pi^2/3: 3.289868 (units of k_B^2/e^2)
contact temperature k_B T_0: 0.0250 eV = 290.1 K
tapered wire, end area / start area: 0.30
wire, eV = 0.02 eV:
  k_B T_max from the solved equations: 0.025601 eV
  k_B T_max from the relation: 0.025601 eV = 297.1 K
  hottest point: 0.646 of the wire length
  share of Joule heat to start, end contact: 0.50000, 0.50000
wire, eV = 0.05 eV:
  k_B T_max from the solved equations: 0.028548 eV
  k_B T_max from the relation: 0.028548 eV = 331.3 K
  hottest point: 0.646 of the wire length
  share of Joule heat to start, end contact: 0.50000, 0.50000
wire, eV = 0.10 eV:
  k_B T_max from the solved equations: 0.037214 eV
  k_B T_max from the relation: 0.037214 eV = 431.9 K
  hottest point: 0.646 of the wire length
  share of Joule heat to start, end contact: 0.50000, 0.50000
plates, eV = 0.10 eV, grids of 31 and 61 points per side:
  notched: k_B T_max = 0.03721 eV; largest local misfit 3.2e-04, 1.1e-04 of V^2/(4L)
  pierced: k_B T_max = 0.03722 eV; largest local misfit 7.8e-04, 2.8e-04 of V^2/(4L)
  L-shaped: k_B T_max = 0.03721 eV; largest local misfit 1.1e-04, 2.7e-05 of V^2/(4L)
L-shaped plate with lattice heat conduction: k_B T_max = 0.03487 eV, (T_max^2-T_0^2)/(V^2/4L) = 0.778
L-shaped plate with heat loss through the faces: k_B T_max = 0.03337 eV, (T_max^2-T_0^2)/(V^2/4L) = 0.643
V^2/(4L) at eV = 0.10 eV: 7.5991e-04 eV^2
(k_B T_0)^2: 6.2500e-04 eV^2
k_B T where phi = V/4: 0.03457 eV
k_B T_max for T_0 -> 0: 0.02757 eV = 319.9 K
k_B T_max/(eV) for T_0 -> 0: 0.27566
\end{verbatim}
